**Thermal and lock-in broadening of an inelastic tunnelling peak**

For a sharp vibrational mode, the peak in $d^2I/dV^2$ has a thermal full width at half maximum of $5.44\,kT$, and second-harmonic detection averages it with a kernel of full width $1.22\,A$. Here $T$ is the electrode temperature, $k$ the Boltzmann constant and $A$ the zero-to-peak modulation amplitude. The program asserts that the closed forms for the phase-space integral and the thermal peak agree with direct integration over Fermi functions, and that the peak is the same for three constant occupations of the mode. It also asserts that the second harmonic of a simulated current agrees with the kernel average, and that a zero-temperature ramp gives the width $1.22\,A$. A scan over $eA/kT$ from 0.1 to 100, with $e$ the elementary charge, asserts that the true width lies below both the linear sum and the quadrature estimate. The output puts the largest excess of the quadrature estimate at 5.8% of the true width. At 5 K and $A=2$ mV the true width is 3.205 meV, against 3.378 meV in quadrature and 4.777 meV for the linear sum.

## Verification by program

```python
"""
Thermal and modulation broadening of an inelastic tunnelling peak.

Result under test: for a sharp mode of energy Omega, d2I/dV2 has a peak
  sigma * F(y)/kT,  F(y) = (z coth z - 1)/(2 sinh(z)^2),  z = y/2,
  y = (eV - Omega)/kT,
whose full width at half maximum (FWHM) is about 5.44 kT.  Detection of the
second harmonic under V0 + A cos(wt) convolves the peak with
  K(u) = 8 (A^2 - u^2)^(3/2) / (3 pi A^4),
whose FWHM is 2 sqrt(1 - 2^(-2/3)) A, about 1.22 A (A = zero-to-peak).
The two widths do not add linearly.

Symbols: sigma = inelastic conductance step, N = mode occupation,
f = Fermi function, g = phase-space integral of f(E) [1 - f(E + x)].
Dimensionless parts use kT = 1 and e = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# ---------- definitions by direct integration over electron energy ----------
energy = np.arange(-80.0, 80.0, 0.1)
d_energy = energy[1] - energy[0]


def g_direct(x):
    """Filled initial times empty final states, summed over energy."""
    return d_energy * np.sum(expit(-energy) * expit(energy + x))


def edge_overlap(x):
    """Overlap of two thermally smeared Fermi edges displaced by x."""
    first = expit(energy) * expit(-energy)
    second = expit(energy + x) * expit(-energy - x)
    return d_energy * np.sum(first * second)


def second_derivative(func, x, h=0.03):
    return (-func(x + 2*h) + 16*func(x + h) - 30*func(x)
            + 16*func(x - h) - func(x - 2*h)) / (12*h*h)


# ---------- derived formulas ----------
def g_formula(x):
    x = np.asarray(x, dtype=float)
    safe = np.where(np.abs(x) < 1e-12, 1.0, x)
    value = -safe / np.expm1(np.clip(-safe, -700.0, 700.0))
    return np.where(np.abs(x) < 1e-12, 1.0, value)


def thermal_peak(y):
    z = np.minimum(np.abs(np.asarray(y, dtype=float)) / 2, 300.0)
    safe = np.where(z < 1e-3, 1.0, z)
    value = (safe / np.tanh(safe) - 1) / (2 * np.sinh(safe)**2)
    return np.where(z < 1e-3, (1 - 0.4*z*z) / 6, value)


theta_half = (np.arange(2000) + 0.5) * np.pi / 2000


def broadened_peak(y, amp):
    """Thermal peak convolved with the modulation kernel, kT = 1."""
    weight = np.sin(theta_half)**4
    return 8/3 * np.mean(weight * thermal_peak(y - amp*np.cos(theta_half)))


def second_harmonic(current, v0, amp, points=4000):
    """Amplitude of cos(2wt) in the current, from its time trace."""
    theta = (np.arange(points) + 0.5) * 2*np.pi / points
    return 2 * np.mean(current(v0 + amp*np.cos(theta)) * np.cos(2*theta))


def full_width(profile, centre, reach):
    half = profile(centre) / 2
    right = brentq(lambda d: profile(centre + d) - half, 0, reach)
    left = brentq(lambda d: profile(centre - d) - half, 0, reach)
    return left + right


# ---------- tests: phase space and thermal line shape ----------
for x in (-6.0, -1.3, 0.4, 2.7, 9.0):
    assert abs(g_direct(x) - g_formula(x)) < 1e-10
    assert abs(second_derivative(g_direct, x) - thermal_peak(x)) < 1e-6
    assert abs(edge_overlap(x) - thermal_peak(x)) < 1e-10
assert abs(edge_overlap(0.0) - 1/6) < 1e-10

# All four processes, with a soft mode so that occupation could matter.
soft_mode = 4.0
for occupation in (0.0, 0.3, 2.0):
    def net_current(v):
        emission = g_direct(v - soft_mode) - g_direct(-v - soft_mode)
        absorption = g_direct(v + soft_mode) - g_direct(-v + soft_mode)
        return (occupation + 1)*emission + occupation*absorption
    for v in (1.0, 3.0, 4.0, 6.5):
        expected = thermal_peak(v - soft_mode) - thermal_peak(v + soft_mode)
        assert abs(second_derivative(net_current, v) - expected) < 1e-5

samples = np.array([edge_overlap(x) for x in np.arange(-50, 50, 0.1)])
positions = np.arange(-50, 50, 0.1)
thermal_area = 0.1 * np.sum(samples)
thermal_variance = 0.1 * np.sum(samples * positions**2)
assert abs(thermal_area - 1) < 1e-8
assert abs(thermal_variance - 2*np.pi**2/3) < 1e-7
falling = samples[(positions > 0.05) & (positions < 25)]
assert np.all(np.diff(falling) < 0)

z_half = brentq(lambda z: (z/np.tanh(z) - 1)/np.sinh(z)**2 - 1/6, 0.5, 3)
thermal_factor = 4 * z_half
assert abs(full_width(edge_overlap, 0.0, 12.0) - thermal_factor) < 1e-8
assert abs(thermal_factor - 5.4) < 0.05

# ---------- tests: lock-in kernel ----------


def kernel(u, amp):
    return 8 * max(amp**2 - u**2, 0.0)**1.5 / (3*np.pi*amp**4)


for v0, amp in ((0.0, 1.0), (1.5, 3.0), (-4.0, 7.0)):
    convolved = quad(lambda u: kernel(u, amp) * float(thermal_peak(v0 + u)),
                     -amp, amp, epsabs=1e-11, limit=200)[0]
    measured = second_harmonic(g_formula, v0, amp)
    assert abs(measured - amp**2/4 * convolved) < 1e-8
    assert abs(broadened_peak(v0, amp) - convolved) < 1e-8
kernel_area = quad(lambda u: kernel(u, 2.0), -2, 2)[0]
kernel_variance = quad(lambda u: u*u*kernel(u, 2.0), -2, 2)[0] / 4
assert abs(kernel_area - 1) < 1e-7
assert abs(kernel_variance - 1/6) < 1e-7

# At zero temperature the current is a ramp: only modulation broadens.
modulation_factor = 2 * np.sqrt(1 - 2**(-2/3))


def cold_signal(v0):
    return second_harmonic(lambda v: np.maximum(v, 0.0), v0, 1.0, 40000)


cold_width = full_width(cold_signal, 0.0, 0.99)
assert abs(cold_width - modulation_factor) < 1e-4
assert abs(modulation_factor - 1.22) < 0.005

# Limits of the signal at the peak for weak and strong modulation.
weak = second_harmonic(g_formula, 0.0, 0.1) / (0.1**2/24)
strong = second_harmonic(g_formula, 0.0, 400.0, 40000) / (2*400/(3*np.pi))
assert abs(weak - 1) < 1e-3 and abs(strong - 1) < 1e-3

# ---------- combination of the two widths over a wide range ----------
ratios = np.geomspace(0.1, 100, 121)
true_widths = np.array([full_width(lambda y: broadened_peak(y, r), 0.0,
                                   12 + 1.2*r) for r in ratios])
quadrature = np.hypot(thermal_factor, modulation_factor*ratios)
linear = thermal_factor + modulation_factor*ratios
excess = quadrature/true_widths - 1
assert np.all(true_widths < linear)
assert np.all(true_widths > np.maximum(thermal_factor,
                                       modulation_factor*ratios))
assert np.all(excess > 0) and excess.max() < 0.15
worst = int(np.argmax(excess))

# ---------- worked example: energies in meV, voltages in mV ----------
mode_energy, temperature, amplitude = 100.0, 5.0, 2.0
step_conductance, elastic_conductance = 10.0, 1000.0   # nS
kT = const.k * temperature / const.e * 1e3
width_thermal = thermal_factor * kT
width_modulation = modulation_factor * amplitude


def junction_current(v):
    """Current in pA (nS times mV), mode in its ground state."""
    inelastic = (g_formula((v - mode_energy)/kT)
                 - g_formula((-v - mode_energy)/kT))
    return elastic_conductance*v + step_conductance*kT*inelastic


def measured_width(amp):
    return full_width(lambda v: second_harmonic(junction_current, v, amp),
                      mode_energy, 12*kT + 1.2*amp)


width_total = measured_width(amplitude)
predicted = kT * full_width(lambda y: broadened_peak(y, amplitude/kT), 0.0,
                            12 + 1.2*amplitude/kT)
assert abs(width_total - predicted) < 1e-5
width_quadrature = np.hypot(width_thermal, width_modulation)
total_variance = thermal_variance*kT**2 + kernel_variance*amplitude**2
grid = np.arange(-30, 30, 0.02)
shape = np.array([broadened_peak(v/kT, amplitude/kT)/kT for v in grid])
assert abs(0.02*np.sum(shape*grid**2) - total_variance) < 1e-5
per_meV = 1e-3 * const.e / (const.h * const.c) / 100
peak_thermal = step_conductance / (6*kT)
peak_seen = (4/amplitude**2
             * second_harmonic(junction_current, mode_energy, amplitude))

print("GENERAL RESULTS")
print(f"z at half maximum             {z_half:.4f}")
print(f"thermal FWHM / kT             {thermal_factor:.4f}")
print(f"thermal variance / (kT)^2     {thermal_variance:.4f}")
print(f"thermal FWHM per kelvin       {width_thermal/temperature:.4f} meV/K")
print(f"modulation FWHM / A (peak)    {modulation_factor:.4f}")
print(f"same from cold time trace     {cold_width:.4f}")
print(f"modulation FWHM / A (rms)     {modulation_factor*np.sqrt(2):.4f}")
print(f"modulation variance / A^2     {kernel_variance:.4f}")
print(f"scan of eA/kT                 {ratios[0]:.1f} to {ratios[-1]:.0f}")
print(f"largest quadrature excess     {100*excess[worst]:.1f} %")
print(f"  found at eA/kT              {ratios[worst]:.1f}")
print("EXAMPLE")
print(f"mode energy                   {mode_energy:.0f} meV")
print(f"temperature                   {temperature:.0f} K")
print(f"modulation amplitude (peak)   {amplitude:.0f} mV")
print(f"inelastic conductance step    {step_conductance:.0f} nS")
print(f"elastic conductance           {elastic_conductance:.0f} nS")
print(f"kT                            {kT:.4f} meV")
print(f"eA/kT                         {amplitude/kT:.2f}")
print(f"thermal FWHM                  {width_thermal:.3f} meV")
print(f"modulation FWHM               {width_modulation:.3f} meV")
print(f"true total FWHM               {width_total:.3f} meV")
print(f"true total FWHM, converted    {width_total*per_meV:.1f} cm^-1")
print(f"quadrature estimate           {width_quadrature:.3f} meV")
print(f"linear sum                    {width_thermal+width_modulation:.3f} meV")
print(f"total standard deviation      {np.sqrt(total_variance):.3f} meV")
print(f"peak d2I/dV2, no modulation   {peak_thermal:.3f} nS/mV")
print(f"peak d2I/dV2, as measured     {peak_seen:.3f} nS/mV")
print("A (mV) | true FWHM (meV) | quadrature (meV) | signal (pA)")
for amp in (0.5, 1.0, 2.0, 4.0, 8.0):
    estimate = np.hypot(width_thermal, modulation_factor*amp)
    signal = second_harmonic(junction_current, mode_energy, amp)
    print(f"{amp:.1f} | {measured_width(amp):.3f} | {estimate:.3f}"
          f" | {signal:.3f}")
print("every check passed")
```

It prints:

```
GENERAL RESULTS
z at half maximum             1.3598
thermal FWHM / kT             5.4392
thermal variance / (kT)^2     6.5797
thermal FWHM per kelvin       0.4687 meV/K
modulation FWHM / A (peak)    1.2166
same from cold time trace     1.2166
modulation FWHM / A (rms)     1.7206
modulation variance / A^2     0.1667
scan of eA/kT                 0.1 to 100
largest quadrature excess     5.8 %
  found at eA/kT              6.3
EXAMPLE
mode energy                   100 meV
temperature                   5 K
modulation amplitude (peak)   2 mV
inelastic conductance step    10 nS
elastic conductance           1000 nS
kT                            0.4309 meV
eA/kT                         4.64
thermal FWHM                  2.344 meV
modulation FWHM               2.433 meV
true total FWHM               3.205 meV
true total FWHM, converted    25.9 cm^-1
quadrature estimate           3.378 meV
linear sum                    4.777 meV
total standard deviation      1.374 meV
peak d2I/dV2, no modulation   3.868 nS/mV
peak d2I/dV2, as measured     2.925 nS/mV
A (mV) | true FWHM (meV) | quadrature (meV) | signal (pA)
0.5 | 2.402 | 2.421 | 0.236
1.0 | 2.575 | 2.641 | 0.890
2.0 | 3.205 | 3.378 | 2.925
4.0 | 5.147 | 5.401 | 7.592
8.0 | 9.811 | 10.011 | 16.499
every check passed
```
